\section*{Partly specular boundary scattering in a long ballistic wire}

\section{Four reflections and a factor of nine}

A model wire of diameter $1\,\mu\mathrm m$ has a phonon mean free path of $1\,\mu\mathrm m$ when every wall hit is diffuse. If each hit is instead specular with probability $p=0.8$, a phonon makes on average four specular hits between two diffuse ones, so its uninterrupted run consists of five chords. Yet the mean free path grows to $9\,\mu\mathrm m$, not to $5\,\mu\mathrm m$. The factor nine is $(1+p)/(1-p)$. It is derived below in two ways: by tracing heat back to its source in a temperature gradient, and by following the random motion of energy in equilibrium.

The wire is straight, infinitely long and circular, with radius $R$, diameter $D=2R$ and axis $z$. Phonons have one isotropic speed $v$ and travel as independent rays, without scattering inside. The specularity $p<1$ is the same for all phonons and all angles. A hit that is not specular is followed by diffuse emission at the local wall temperature: the emitted energy has equal density in every outgoing direction, so the power leaving the wall varies as the cosine of the angle to the normal (Lambert's law).

The mean free path $\Lambda$ is defined through the conductivity,
\begin{equation}
J=-\kappa\,\frac{dT}{dz},\qquad \kappa=\frac13 C v\Lambda ,
\label{eq:def}
\end{equation}
where $J$ is the heat flux averaged over the cross-section and $C$ is the heat capacity per volume. The statement to be shown is
\begin{equation}
\Lambda_p=D\,\frac{1+p}{1-p}.
\label{eq:main}
\end{equation}

\section{First derivation: tracing heat to its source}

Let $T(z)$ have a small constant gradient $T'$. Consider energy at height $z$ moving at angle $\theta$ to the axis. Follow it back over a path length $S$ to its last diffuse emission, at height $z-S\cos\theta$. Its density per solid angle is set by the temperature there. With $U(T)$ the equilibrium energy density and $C=dU/dT$,
\begin{equation}
\frac{U(T(z-S\cos\theta))}{4\pi}
=\frac{U(T(z))-C\,T'S\cos\theta}{4\pi}
\end{equation}
to first order in $T'$. Multiply by the axial velocity $v\cos\theta$ and integrate over directions. The first term cancels between $\theta$ and $\pi-\theta$, leaving
\begin{equation}
J=-CvT'\langle S\cos^2\theta\rangle,\qquad
\Lambda=3\langle S\cos^2\theta\rangle .
\label{eq:back}
\end{equation}
The brackets average uniformly over the cross-section and all directions, and over the outcomes of the wall hits.

The assumed wall temperature must be consistent with energy conservation. The excess energy arriving at a wall point is proportional to $S\cos\theta$. The path $S$ is the same for $\theta$ and $\pi-\theta$, whereas $\cos\theta$ changes sign, so the total excess arriving there vanishes. The wall absorbs as much as it emits, and the linear profile is self-consistent.

\subsection{Separating the axial angle}

Specular reflection from a straight wall leaves $\theta$ unchanged. If $S_\perp$ is the path projected on the cross-section, then $S=S_\perp/\sin\theta$. The distribution of $S_\perp$ does not depend on $\theta$, so the polar average separates:
\begin{equation}
\frac12\int_0^\pi \frac{\cos^2\theta}{\sin\theta}\,\sin\theta\,d\theta
=\frac{\pi}{4},\qquad
\Lambda=\frac{3\pi}{4}\langle S_\perp\rangle .
\label{eq:polar}
\end{equation}

\subsection{Summing the reflections}

Going backward, the first segment $s$ runs from the interior point to the wall. The later segments $c_1,c_2,\ldots$ are full chords. Exactly $n$ specular hits precede the diffuse one with probability $(1-p)p^n$. Hence
\begin{align}
\langle S_\perp\rangle
&=\sum_{n=0}^{\infty}(1-p)p^n
\Big(\langle s\rangle+\sum_{m=1}^{n}\langle c_m\rangle\Big)\nonumber\\
&=\langle s\rangle+\sum_{m=1}^{\infty}\langle c_m\rangle
\sum_{n=m}^{\infty}(1-p)p^n
=\langle s\rangle+\sum_{m=1}^{\infty}p^m\langle c_m\rangle .
\label{eq:series}
\end{align}
The last step uses $\sum_{n\ge m}p^n=p^m/(1-p)$: the $m$th chord counts if at least $m$ hits were specular.

In a circle, the two radii to the ends of a chord form an isosceles triangle with it. The projected ray therefore meets the wall at the same angle $\alpha$ to the normal at both ends. Reflection preserves $\alpha$, so each chord of a run has the same length $c=2R\cos\alpha$. For a given direction, a uniformly distributed interior point is uniformly distributed along its chord, so $\langle s\rangle=\langle c\rangle/2$. Equation~\eqref{eq:series} becomes
\begin{equation}
\langle S_\perp\rangle
=\langle s\rangle\Big(1+2\sum_{m=1}^{\infty}p^m\Big)
=\langle s\rangle\Big(1+\frac{2p}{1-p}\Big)
=\langle s\rangle\,\frac{1+p}{1-p}.
\label{eq:circle}
\end{equation}
The factor 2 arises because the first segment is on average half a chord, while each later one is a whole chord. Counting all segments as equal would give $1/(1-p)$, which is the $5\,\mu\mathrm m$ of the opening.

\subsection{The diffuse value}

Label parallel chords by their distance $b$ from the centre, with $c^2=4(R^2-b^2)$. Integrating $s$ along each chord gives $c^2/2$, so
\begin{equation}
\langle s\rangle=\frac{1}{\pi R^2}\int_{-R}^{R}\frac{c^2}{2}\,db
=\frac{2}{\pi R^2}\Big(2R^3-\frac{2R^3}{3}\Big)
=\frac{8R}{3\pi}.
\label{eq:s}
\end{equation}
By Eq.~\eqref{eq:polar}, $\Lambda_0=(3\pi/4)(8R/3\pi)=2R=D$. With Eq.~\eqref{eq:circle} this proves Eq.~\eqref{eq:main}.

Explicit ray tracing in a disc, which reflects each ray geometrically and does not assume equal chords, gives $\langle s\rangle=0.84883\,R$, equal to $8R/(3\pi)$ to the digits shown. The next segment is longer by a factor $2.00000$. The traced mean free paths at $p=0.5$, $0.8$ and $0.9$ are $3.0000\,D$, $9.0000\,D$ and $19.0000\,D$, as the formula requires.

\section{Second derivation: energy wandering in equilibrium}

Now remove the temperature gradient. Follow a packet of energy in equilibrium, with uniform position and isotropic direction at the start. Both kinds of wall hit preserve this distribution. If $z(t)$ is the axial displacement, then
\begin{equation}
\frac12\frac{d}{dt}\langle z^2\rangle
=\langle z(t)v_z(t)\rangle
=\int_0^t\langle v_z(0)v_z(\tau)\rangle\,d\tau ,
\end{equation}
because the correlation depends only on the time difference. At long times the right side tends to the axial diffusion constant $D_z$. Independent packets then carry the flux $J=-D_z\,dU/dz=-D_zCT'$, and comparison with Eq.~\eqref{eq:def} gives $\Lambda=3D_z/v$.

A specular hit keeps $v_z$. After a diffuse hit the mean of $v_z$ is zero, whatever it was before. The correlation is therefore an average over all packets, in which a packet counts with $v_z^2$ until its first diffuse hit and with zero afterwards. Its time integral is $v_z^2$ times the remaining time $S_\perp/(v\sin\theta)$ of the present run:
\begin{equation}
D_z=\Big\langle v^2\cos^2\theta\,\frac{S_\perp}{v\sin\theta}\Big\rangle
=\frac{\pi v}{4}\langle S_\perp\rangle .
\label{eq:diff}
\end{equation}
Here $S_\perp$ lies in the future of the packet. Its mean follows from a count of whole runs, without summing segment by segment.

A run begins at a diffuse emission and ends at the next diffuse hit. It contains $N$ equal chords with probability $P(N)=(1-p)p^{N-1}$, $N\ge1$. Differentiating the geometric series gives
\begin{align}
\sum_{N\ge1}Np^{N-1}&=\frac{1}{(1-p)^2},\\
\sum_{N\ge1}N^2p^{N-1}
&=\frac{d}{dp}\frac{p}{(1-p)^2}
=\frac{1}{(1-p)^2}+\frac{2p}{(1-p)^3}
=\frac{1+p}{(1-p)^3}.
\end{align}
Multiplication by $1-p$ yields
\begin{equation}
\overline N=\frac1{1-p},\qquad
\overline{N^2}=\frac{1+p}{(1-p)^2}.
\end{equation}

These are averages over runs as they are emitted. A packet found at a random instant is more likely to be in a long run, since a long run lasts longer. For given $c$ and $\theta$ the duration is proportional to $N$, so the probability becomes $NP(N)/\overline N$. The packet is equally likely to be anywhere along its run, and the mean remaining path is $Nc/2$. Therefore
\begin{equation}
\langle S_\perp\rangle
=\frac{\langle c\rangle}{2}\,\frac{\overline{N^2}}{\overline N}
=\langle s\rangle\,\frac{1+p}{1-p}.
\label{eq:renewal}
\end{equation}
Equations \eqref{eq:s} and \eqref{eq:diff} then give Eq.~\eqref{eq:main} again.

This answers the opening question. At $p=0.8$ an emitted run has five chords on average, but a packet picked at a random instant sits in a run of nine. Conduction samples packets present in the wire, not emitted runs.

The correlation form also permits a numerical test. Since $\int v_z\,dt=z$, it reads $\Lambda=3\langle\cos\theta(0)\,z\rangle$. A simulation of 500\,000 three-dimensional walks of 16 segments each, with Lambert re-emission and $p=0.5$, gives $(2.968\pm0.013)D$, where the uncertainty is one standard error. The formula gives $3D$. The estimate is 1.1\,\% low, or about 2.5 standard errors. This is within the five standard errors allowed in the test, but it is not a close agreement, and the walk alone confirms the result only at the level of a few per cent.

\section{What each derivation assumes}

Both derivations need independent rays, a constant $p$, a long straight wire and diffuse emission without memory of the incoming direction. The first also needs a small gradient and a wall temperature, whose consistency had to be checked. In return it describes the steady state and gives Eq.~\eqref{eq:series}, which holds for any straight wire with this wall law.

The second needs no wall temperature. It needs a stationary equilibrium distribution and diffusive motion at long times. Its short count of runs relies on equal chords, so Eq.~\eqref{eq:renewal} holds for the circle but not for a general cross-section. The first derivation shows what replaces it elsewhere.

\subsection{Other cross-sections: an upper bound}

Let square brackets denote an average over chords, with lines in the cross-section weighted uniformly in offset $b$ and direction $\phi$. In terms of wall position $\ell$ and angle $\alpha$ to the normal, this weight is $db\,d\phi=\cos\alpha\,d\ell\,d\alpha$ at either end of the chord. Specular reflection preserves $|\alpha|$, so successive chords have the same distribution. An interior point lies on chord $c_0$ with a weight proportional to $c_0$. Thus
\begin{equation}
\langle s\rangle=\frac{[c_0^2]}{2[c_0]},\qquad
\langle c_m\rangle=\frac{[c_0c_m]}{[c_0]}
\le\frac{\sqrt{[c_0^2][c_m^2]}}{[c_0]}
=2\langle s\rangle ,
\end{equation}
by the Cauchy--Schwarz inequality. Inserting this in Eq.~\eqref{eq:series} shows that $\Lambda_p/\Lambda_0\le(1+p)/(1-p)$. The circle reaches the bound because its chords repeat.

Take a square of side $a$. For $0\le\phi\le\pi/4$, chords over a width $a(\cos\phi-\sin\phi)$ have length $a/\cos\phi$. On each side, over a width $a\sin\phi$, the length falls linearly to zero. Since the square of a linear ramp averages to one third,
\begin{equation}
\int c^2\,db=\frac{a^3}{\cos^2\phi}
\Big(\cos\phi-\sin\phi+\frac23\sin\phi\Big)
=\frac{a^3}{\cos\phi}\Big(1-\frac{\tan\phi}{3}\Big).
\end{equation}
Dividing by $2a^2$ and averaging over $\phi$ gives
\begin{equation}
\langle s\rangle=\frac{2a}{\pi}
\Big[\ln(1+\sqrt2)-\frac{\sqrt2-1}{3}\Big],
\end{equation}
and hence $\Lambda_0=1.115\,a$.

For $p\to1$, replace each reflection by a mirror image of the square, so that the ray becomes a straight line through a square lattice. It crosses $(|\cos\phi|+|\sin\phi|)/a$ walls per unit length, apart from a bounded end error. The mean number of hits up to and including the diffuse one is $1/(1-p)$, so
\begin{equation}
(1-p)\langle S_\perp\rangle\to
\frac{2a}{\pi}\int_0^{\pi/2}\frac{d\phi}{\cos\phi+\sin\phi}
=\frac{2\sqrt2\,a}{\pi}\ln(1+\sqrt2),
\end{equation}
where $\cos\phi+\sin\phi=\sqrt2\cos(\phi-\pi/4)$ was used. The circular factor would give $2\langle s\rangle$ instead. The ratio of the two is $0.8385$, so near $p=1$ the circular factor overstates the gain in a square wire by about 19\,\% of the true gain.

Ray tracing gives ratios of $0.8632$ at $p=0.5$, $0.8385$ at $0.9$ and $0.8378$ at $0.99$. The traced diffuse value, by which all three gains are divided, is 0.07\,\% high. This lowers each ratio by about the same fraction and explains why the value at $0.99$ falls slightly below the limit $0.8385$.

\subsection{How long is long?}

The axial reach of a run is $S_\perp\cot\theta$, which is large for rays nearly parallel to the axis. Runs reaching beyond $\ell$ have $\tan\theta<S_\perp/\ell$. For large $\ell$ their share of the infinite-wire flux is
\begin{equation}
F\simeq\frac{4}{\pi\langle S_\perp\rangle}
\Big\langle S_\perp\int_0^{S_\perp/\ell}d\theta\Big\rangle
=\frac{4\langle S_\perp^2\rangle}{\pi\ell\langle S_\perp\rangle}.
\end{equation}
Write $S_\perp=s+nc$, with $\overline n=p/(1-p)$ and $\overline{n^2}=p(1+p)/(1-p)^2$. At fixed $c$ the means of $s$ and $s^2$ are $c/2$ and $c^2/3$, so
\begin{equation}
\langle S_\perp^2\rangle
=\langle c^2\rangle\Big[\frac13+\frac{p}{1-p}
+\frac{p(1+p)}{(1-p)^2}\Big]
=R^2\,\frac{1+4p+p^2}{(1-p)^2}.
\end{equation}
Here $\langle c^2\rangle=\int c^3db/(\pi R^2)=3R^2$, from $b=R\sin\beta$ and $\int_{-\pi/2}^{\pi/2}\cos^4\beta\,d\beta=3\pi/8$. Inserting $\langle S_\perp\rangle$ and expressing $R$ through $\Lambda_p$ gives
\begin{equation}
F\simeq\frac34\,\frac{1+4p+p^2}{(1+p)^2}\,\frac{\Lambda_p}{\ell}.
\end{equation}
The wire must be much longer than $\Lambda_p$, not merely than $D$. At fixed length the result therefore fails as $p\to1$: the divergence of $\Lambda_p$ belongs to the infinite wire. The share $F$ is a criterion, not a correction for the ends; the loss of conductance in a finite wire can be several times $F$.

\section{The numbers, and real wires}

The example has $D=1\,\mu\mathrm m$, length $L=1\,\mathrm{mm}$, $T=10\,\mathrm K$, $p=0.8$ and three branches with $v=5000\,\mathrm{m/s}$. With $q_T=k_BT/(\hbar v)=2.618\times10^8\,\mathrm{m^{-1}}$, the linear spectrum gives
\begin{equation}
C=\frac{3k_Bq_T^3}{2\pi^2}\int_0^\infty
\frac{x^4e^x}{(e^x-1)^2}\,dx
=\frac{2\pi^2}{5}k_Bq_T^3
=978\,\mathrm{J\,m^{-3}K^{-1}},
\end{equation}
since the integral is $4\pi^4/15$. The thermal wavelength $2\pi/q_T=24\,\mathrm{nm}$ is far below $D$, which supports the ray picture. For diffuse walls
\begin{equation}
\kappa_0=\tfrac13(978)(5000)(10^{-6})
=1.63\,\mathrm{W\,m^{-1}K^{-1}},
\end{equation}
and $\kappa_p=9\kappa_0=14.7\,\mathrm{W\,m^{-1}K^{-1}}$. Without a correction for the ends, the conductance $\kappa_p\pi D^2/(4L)$ is $11.5\,\mathrm{nW/K}$, against $1.28\,\mathrm{nW/K}$ for diffuse walls. Runs reaching beyond the wire length carry 1.0\,\% of the infinite-wire flux. The actual effect of the ends is larger: for fully absorbing ends held at the two temperatures, solving the same ray model in the finite wire lowers the conductance by about 3.5\,\%, to $11.1\,\mathrm{nW/K}$, and by about 0.4\,\% for diffuse walls.

The sum builds up slowly. Cutting every backward path after at most 0, 1, 2, 5, 10 and 20 specular hits gives $1.00$, $2.60$, $3.88$, $6.38$, $8.14$ and $8.91\,\mu\mathrm m$. The remainder after $n$ hits is $2Dp^{n+1}/(1-p)$. Rare long runs matter: a path has more than ten specular hits with probability $p^{11}=0.086$, and then $11+4=15$ on average. Such paths contribute $0.086\,(1+2\cdot15)D\approx2.7\,\mu\mathrm m$, or 30\,\% of the total.

In real wires $p$ depends on wavelength, angle and surface roughness. The value 0.8 is chosen for illustration and is demanding at $10\,\mathrm K$: heat is then carried mainly by wavelengths of about 3 to $11\,\mathrm{nm}$, and the mean of $\hbar\omega/k_BT$ over the heat-capacity spectrum, 4.8, corresponds to $2\pi/(4.8\,q_T)\approx5\,\mathrm{nm}$, so at normal incidence the wall would have to be smooth to about $0.2\,\mathrm{nm}$. This follows from the usual estimate $p=\exp[-(4\pi\eta/\lambda_w)^2]$ for root-mean-square roughness $\eta$ and wavelength $\lambda_w$. At oblique incidence $\eta$ is multiplied by the cosine of the angle to the normal, so grazing waves can stay specular on much rougher walls. Roughness therefore does not fix a single $p$, and Eq.~\eqref{eq:main} alone does not give the gain of a real wire from its roughness. The estimate even has no finite answer for an infinite wire without internal scattering. The cosine at the wall is at most $\sin\theta$, so near the axis $1-p$ falls at least as fast as $\theta^2$, and $\langle S_\perp\rangle$ at fixed $\theta$ grows at least as $1/\theta^2$. The polar average of Eq.~\eqref{eq:back} then contains $\int d\theta/\theta^2$, which diverges at small angles. Internal scattering or the finite length of the wire must limit these runs. For constant $p$, Eq.~\eqref{eq:main} is finite but sensitive: lowering $p$ from 0.8 to 0.7 reduces the factor from 9 to 5.7. If two phonon groups with equal diffuse conductivities keep $p=0.7$ and $p=0.9$ throughout their runs, the mean factor is $(5.67+19)/2=12.3$, whereas the mean specularity would give 9. Real crystals also scatter phonons internally. If such scattering has mean free path $\lambda$ and re-emits isotropically at the local temperature, the mean path back to the last emission is $\lambda(1-e^{-S/\lambda})\le\lambda$ in place of $S$. Equation~\eqref{eq:back} then gives $\Lambda\le3\lambda\langle\cos^2\theta\rangle=\lambda$. With $\lambda=1\,\mu\mathrm m$ the ninefold gain could not occur, however smooth the wall.

\section*{Computed values}
\begin{verbatim}
CIRCULAR WIRE, TESTS
mean first segment, traced: 0.84883 R
mean first segment, 8/(3 pi): 0.84883 R
mean next chord / mean first segment: 2.00000
p=0.0: mfp traced 1.0000 D, formula 1.0000 D
p=0.5: mfp traced 3.0000 D, formula 3.0000 D
p=0.8: mfp traced 9.0000 D, formula 9.0000 D
p=0.9: mfp traced 19.0000 D, formula 19.0000 D
random walk, p=0.5: mfp 2.968 D, standard error 0.013 D
SQUARE WIRE, SIDE a
diffuse mfp, formula: 1.1150 a
diffuse mfp, traced: 1.1158 a
p=0.5: true gain / [(1+p)/(1-p)] = 0.8632
p=0.9: true gain / [(1+p)/(1-p)] = 0.8385
p=0.99: true gain / [(1+p)/(1-p)] = 0.8378
limit p->1 of that ratio: 0.8385
WORKED EXAMPLE, CIRCULAR WIRE
diameter: 1.0 micrometre
length: 1.0 mm
temperature: 10.0 K
phonon speed: 5000 m/s
specularity p: 0.8
thermal wavenumber k_B T/(hbar v): 2.6184e+08 1/m
thermal wavelength 2 pi/q_T: 24.00 nm
heat capacity: 978.49 J/(m^3 K)
mean number of specular hits p/(1-p): 4.00
factor (1+p)/(1-p): 9.00
diffuse mfp: 1.00 micrometre
partly specular mfp: 9.00 micrometre
wrong mfp from 1/(1-p): 5.00 micrometre
traced mfp, up to 0 specular hits: 1.000 micrometre
traced mfp, up to 1 specular hits: 2.600 micrometre
traced mfp, up to 2 specular hits: 3.880 micrometre
traced mfp, up to 5 specular hits: 6.379 micrometre
traced mfp, up to 10 specular hits: 8.141 micrometre
traced mfp, up to 20 specular hits: 8.908 micrometre
diffuse conductivity: 1.6308 W/(m K)
partly specular conductivity: 14.6773 W/(m K)
diffuse conductance: 1.2808 nW/K
partly specular conductance: 11.5275 nW/K
flux share of runs beyond wire length: 1.008 %
same share from long-reach law: 1.008 %
TWO SPECULARITIES, EQUAL DIFFUSE CONDUCTIVITIES
p values: 0.7 and 0.9
average of the two factors: 12.333
factor at the average p: 9.000
\end{verbatim}
